# Spurious Gamma Splitting of Optical Phonons in Periodically Repeated Polar Sheets, part 1

(Sections cited here and not found follow in the second part.)

## First half: the theorem and its proof

### The decision

A phonon calculation for a polar monolayer is often run in a cell repeated in all three directions, with vacuum between the copies. Before it is run, one has to choose between adding vacuum and cutting off the Coulomb interaction between copies. Afterwards, one has to decide whether a splitting between the longitudinal optical (LO) and transverse optical (TO) modes near \(\Gamma\) belongs to the monolayer. Both decisions hang on how the copies change the LO frequency.

The copies multiply the bare Coulomb kernel of a sheet by \(\coth(qL/2)\), where \(q\) is the in-plane wavevector and \(L\) the spacing. The shift of the squared LO frequency gains the same factor if the electrons of the sheet do not respond. If they do, the copies strengthen the electronic screening as well, and the shift grows by less. In both cases a finite splitting survives as \(q\to0\), whereas a single sheet has none in that limit.

### Units and assumptions

Rydberg atomic units are used: \(\hbar=1\), \(e^2=2\), \(m_e=1/2\). Lengths are in bohr and energies in rydberg. Charges are counted in units of \(e\), so two unit charges at distance \(R\) have the energy \(2/R\). The symbol \(\Phi\) denotes the potential energy of a unit positive charge, and \(\mathbf F=-\nabla\Phi\) is the force on it. Since \(\nabla^2(1/R)=-4\pi\delta(\mathbf R)\), a charge density \(\rho\) obeys

\[
\nabla^2\Phi=-8\pi\rho. \tag{1}
\]

The assumptions are these.

**A1. Thin sheets.** The sheets lie at \(z=nL\), with \(n\) any integer and vacuum between them. Their dipoles point in the plane. They are identical and move in phase.

**A2. Long waves.** The wavelength is long compared with the in-plane lattice constant \(a\), so \(qa\ll1\). The field is split into a smooth macroscopic part, with wavevector \(\mathbf q\), and parts that vary within a cell. The latter belong to the short-range forces. Between neighbouring sheets they decay roughly as \(e^{-KL}\), with \(K\) the shortest in-plane reciprocal lattice vector, and are dropped there.

**A3. One polar mode pair.** The ions are harmonic and the sheet is isotropic in its plane. A relative displacement \(\mathbf u\) with reduced mass \(\mu\) has the frequency \(\omega_T\) when the macroscopic field is zero. The dependence of \(\omega_T\) on \(q\) is dropped.

**A4. Linear response.** Let \(A\) be the cell area. The energy function of one cell in a macroscopic force field \(\mathbf F\) is

\[
h(\mathbf u,\mathbf F)=\tfrac12\mu\omega_T^2u^2-Z\,\mathbf u\cdot\mathbf F-\frac{rA}{8\pi}F^2. \tag{2}
\]

Here \(Z\) is the Born charge and \(r\), a length, measures the electronic polarizability of the sheet.

**A5. Insulating and unretarded.** There are no free carriers, and the Coulomb interaction is instantaneous.

Equation (2) fixes two responses. The dipole of the cell is \(-\partial h/\partial\mathbf F\). Dividing it by \(A\) gives the polarization per area,

\[
\mathbf P=\frac{Z\mathbf u}{A}+\frac{r}{4\pi}\mathbf F. \tag{3}
\]

The force on the coordinate \(\mathbf u\) is \(-\partial h/\partial\mathbf u\), so that

\[
\mu\ddot{\mathbf u}=-\mu\omega_T^2\mathbf u+Z\mathbf F. \tag{4}
\]

The same \(Z\) stands in (3) and (4) because both come from the one mixed term in (2).

### The theorem

**Theorem.** Under A1 to A5, for \(q>0\), the transverse mode keeps the frequency \(\omega_T\), and the longitudinal mode has

\[
\omega_L^2=\omega_T^2+\frac{S\,qc}{1+r\,qc},\qquad
S=\frac{4\pi Z^2}{A\mu},\qquad c=\coth\frac{qL}{2}. \tag{5}
\]

For a single sheet, \(c=1\). The copies therefore multiply the shift of the squared frequency by

\[
\mathcal R=\frac{c(1+rq)}{1+rqc},\qquad 1<\mathcal R\le c, \tag{6}
\]

and \(\mathcal R=c\) holds if and only if \(r=0\). As \(q\to0\) at fixed \(L\),

\[
\omega_L^2-\omega_T^2\;\to\;\frac{2S}{L+2r}. \tag{7}
\]

The proof uses three lemmas: the potential of one sheet, the sum over copies, and the field of a polarization wave.

### Lemma 1: one sheet

**Lemma 1.** A charge per area \(\sigma e^{i\mathbf q\cdot\boldsymbol\rho}\) on the plane \(z=0\), with \(\boldsymbol\rho\) the in-plane position, produces

\[
\Phi=\frac{4\pi\sigma}{q}\,e^{-q|z|}e^{i\mathbf q\cdot\boldsymbol\rho}. \tag{8}
\]

**Proof.** Write \(\Phi=\phi(z)e^{i\mathbf q\cdot\boldsymbol\rho}\). The two in-plane derivatives in (1) give \(-q^2\phi\), so

\[
\phi''-q^2\phi=-8\pi\sigma\,\delta(z).
\]

Away from \(z=0\) the solutions are \(e^{\pm qz}\). Decay on both sides and continuity at the plane leave \(\phi=Ce^{-q|z|}\). Integrating the equation across \(z=0\) gives the jump of the slope. The slope is \(-qC\) just above the plane and \(+qC\) just below it. Hence \(-2qC=-8\pi\sigma\), and \(C=4\pi\sigma/q\). ∎

The potential reaches a distance of about \(1/q\) from the sheet. A long wave therefore reaches neighbouring copies however much vacuum has been added, once \(q\) is small enough. This is the origin of the artefact.

### Lemma 2: the copies

**Lemma 2.** With equal charge waves on all planes \(z=nL\), the potential at each plane is that of one sheet multiplied by \(c=\coth(qL/2)\).

**Proof.** By Lemma 1 the sheet at distance \(|n|L\) contributes the factor \(e^{-q|n|L}\). Put \(x=qL>0\). The terms with \(n\) and \(-n\) are equal, and the geometric series converges because \(e^{-x}<1\):

\[
\sum_{n=-\infty}^{\infty}e^{-|n|x}
=1+\frac{2e^{-x}}{1-e^{-x}}
=\frac{1+e^{-x}}{1-e^{-x}}.
\]

Multiplying numerator and denominator by \(e^{x/2}\) turns this into

\[
\frac{e^{x/2}+e^{-x/2}}{e^{x/2}-e^{-x/2}}=\coth\frac{x}{2}. \qquad∎
\]

Multiplying numerator and denominator of the second term above by \(e^x\) gives a form that shows the contribution of the copies alone:

\[
c=1+\frac{2}{e^{qL}-1}. \tag{9}
\]

**The same sum in a plane-wave calculation.** A periodic code expands the potential in waves \(e^{iGz}\) with \(G=2\pi m/L\) and \(m\) an integer. The row of charged planes has the density \(\sigma\sum_n\delta(z-nL)=(\sigma/L)\sum_Ge^{iGz}\). Equation (1) then gives each component the amplitude \(8\pi\sigma/[L(q^2+G^2)]\).

The periodic solution is unique, because a difference of two solutions would obey \(\phi''=q^2\phi\), which has no nonzero periodic solution for \(q>0\). Equating the two forms at \(z=0\), and multiplying by \(q^2/(4\pi\sigma)\), yields

\[
qc=\frac{2}{L}\sum_G\frac{q^2}{q^2+G^2}. \tag{10}
\]

The term \(G=0\) equals \(2/L\) for every \(q>0\). The other terms vanish as \(q\to0\). The finite splitting thus comes from the average of the potential over the cell height.

A calculation made at \(q=0\) with that average field omitted finds both modes at \(\omega_T\). The splitting appears when \(\Gamma\) is approached from finite \(q\), or when the missing macroscopic term is added by hand in its three-dimensional form.

### Lemma 3: the field of a polarization wave

**Lemma 3.** For \(\mathbf P=\mathbf P_0e^{i\mathbf q\cdot\boldsymbol\rho}\) on every sheet, the macroscopic force field in the sheet is

\[
\mathbf F=-4\pi qc\,\mathbf P\quad(\mathbf P_0\parallel\mathbf q),\qquad
\mathbf F=0\quad(\mathbf P_0\perp\mathbf q). \tag{11}
\]

**Proof.** The bound charge per area is \(\sigma=-\nabla\cdot\mathbf P\), with amplitude \(-i\mathbf q\cdot\mathbf P_0\). It vanishes for a transverse wave, and so does the field. For a longitudinal wave its amplitude is \(-iqP_0\). Lemmas 1 and 2 give the amplitude of the potential in the plane:

\[
\Phi_0=\frac{4\pi}{q}\,c\,(-iqP_0)=-4\pi i\,cP_0.
\]

The gradient along \(\mathbf q\) brings a factor \(iq\), hence

\[
F_0=-iq\Phi_0=-iq(-4\pi i\,cP_0)=4\pi i^2qcP_0=-4\pi qcP_0. \qquad∎
\]

The minus sign means that the field opposes the polarization and so stiffens the longitudinal mode. For a single sheet the field is proportional to \(q\). The potential stays finite, and its variation over an ever longer wavelength produces an ever weaker force.

### Proof of the theorem

For a transverse wave \(\mathbf F=0\), and (4) gives \(\omega=\omega_T\).

For a longitudinal wave, insert \(F=-4\pi qcP\) into (3):

\[
P=\frac{Zu}{A}-rqc\,P
\quad\Longrightarrow\quad
P=\frac{Zu/A}{1+rqc}. \tag{12}
\]

The field is then

\[
F=-\frac{4\pi qc}{1+rqc}\,\frac{Zu}{A}.
\]

With \(\ddot u=-\omega^2u\), equation (4) becomes

\[
-\mu\omega^2u=-\mu\omega_T^2u-\frac{4\pi Z^2}{A}\frac{qc}{1+rqc}\,u.
\]

Division by \(-\mu u\) gives (5).

To obtain (6), divide the shift in (5) by its value at \(c=1\):

\[
\mathcal R=\frac{Sqc/(1+rqc)}{Sq/(1+rq)}=\frac{c(1+rq)}{1+rqc}.
\]

Since \(c>1\), the ratio \(\mathcal R/c=(1+rq)/(1+rqc)\) is below one for \(r>0\) and equals one for \(r=0\). The numerator of \(\mathcal R\) exceeds its denominator by \(c+rqc-1-rqc=c-1>0\), so \(\mathcal R>1\).

For the limit, put \(x=qL/2\) and expand:

\[
\coth x=\frac{1+x^2/2+\cdots}{x(1+x^2/6+\cdots)}
=\frac1x\left(1+\frac{x^2}{3}+\cdots\right).
\]

With \(1/x=2/(qL)\) and \(x^2/3=q^2L^2/12\), this becomes

\[
qc=\frac2L+\frac{q^2L}{6}+\cdots. \tag{13}
\]

At \(q\to0\) the shift is \(S(2/L)/(1+2r/L)\). Multiplication of numerator and denominator by \(L\) gives (7). ∎

### What the limit means

The limit (7) is the LO-TO splitting of a bulk crystal made of the sheets. To see this, spread the electronic polarization over the cell height, \(P_{3D}=rF/(4\pi L)\). By (1) the bound charge \(-\nabla\cdot\mathbf P_{3D}\) enters as \(\nabla\cdot(\mathbf F+8\pi\mathbf P_{3D})=8\pi\rho_{\rm ext}\), where \(\rho_{\rm ext}\) is the remaining charge. The in-plane dielectric constant of the cell is therefore

\[
\varepsilon=1+\frac{8\pi P_{3D}}{F}=1+\frac{2r}{L}. \tag{14}
\]

Equation (7) can then be written as

\[
\frac{2S}{L+2r}=\frac{2S}{L\varepsilon}=\frac{8\pi Z^2}{AL\,\mu\,\varepsilon}.
\]

With \(e^2=2\) this is \(4\pi e^2Z^2/(V\mu\varepsilon)\) for a cell of volume \(V=AL\), the usual bulk expression. The splitting is genuine for a stack that moves in phase. It is spurious when reported as a property of one sheet.

### Corollary: the error is largest at \(\Gamma\)

**Corollary.** At fixed \(L\), the excess of the periodic LO frequency over that of a single sheet decreases as \(q\) grows. Its upper limit is the splitting at \(\Gamma\).

**Proof.** Let \(y=qc\). The excess in the squared frequency is

\[
\Delta=S\left[\frac{y}{1+ry}-\frac{q}{1+rq}\right]
=\frac{S(y-q)}{(1+ry)(1+rq)}, \tag{15}
\]

because the products \(ryq\) cancel in the combined numerator. By (9), \(y-q=2q/(e^{qL}-1)\). With \(x=qL\), the derivative of \(x/(e^x-1)\) has the sign of \(e^x-1-xe^x\). This expression is zero at \(x=0\) and has the derivative \(-xe^x<0\), so \(y-q\) decreases.

On the other hand \(y\) increases. With \(s=qL/2\), the derivative of \(s\coth s\) is \((\sinh s\cosh s-s)/\sinh^2s\), which is positive because \(\sinh2s>2s\). The denominator in (15) therefore does not decrease, and \(\Delta\) decreases.

The excess in frequency is \(\Delta\) divided by the sum of the two LO frequencies. Both of them increase with \(q\), so the quotient decreases too. ∎

Within the model, the \(\Gamma\) splitting therefore bounds the error of the whole LO branch. It falls slowly with vacuum, as \(1/L\) once \(L\gg2r\) and the splitting is small compared with \(\omega_T\). At fixed \(q\), by contrast, (9) makes the error fall as \(e^{-qL}\) once \(qL\gg1\).

## Second half: direction, cure and a worked example

### Symbols and results carried over

Sheets of cell area \(A\) repeat along \(z\) with spacing \(L\). The in-plane wavevector is \(q\), the Born charge \(Z\), the reduced mass \(\mu\), the electronic screening length \(r\) and the TO frequency \(\omega_T\). In Rydberg units (\(\hbar=1\), \(e^2=2\), \(m_e=1/2\)), \(\Phi\) is the energy of a unit positive charge and \(F\) the force on it. For copies in phase,

\[
\omega_L^2=\omega_T^2+\frac{Sy}{1+ry},\quad y=q\coth\frac{qL}{2},\quad S=\frac{4\pi Z^2}{A\mu}. \tag{16}
\]

A single sheet has \(y=q\). The squared shift of the periodic system tends to \(2S/(L+2r)\) as \(q\to0\). A sheet with charge amplitude \(\sigma\) has the potential \((4\pi\sigma/q)e^{-q|z|}\), and a longitudinal polarization \(P\) feels \(F=-4\pi yP\).

### Proposition 1: the limit depends on direction

**Proposition 1.** If neighbouring sheets differ in phase by \(kL\), then \(y\) in (16) is replaced by

\[
y_k=q\,\frac{\sinh qL}{\cosh qL-\cos kL}. \tag{17}
\]

When \(q\) and \(k\) go to zero together, \(y_k\to(2/L)\sin^2\theta\), where \(\theta\) is the angle between the total wavevector and the \(z\) axis.

**Proof.** Let \(w=e^{-qL+ikL}\). The sum over sheets is

\[
\sum_n e^{-|n|qL+inkL}=1+2\,\mathrm{Re}\frac{w}{1-w}
=\mathrm{Re}\frac{1+w}{1-w}=\frac{1-|w|^2}{|1-w|^2}.
\]

The last step multiplies numerator and denominator by \(1-w^*\) and keeps the real part. Here \(|w|^2=e^{-2qL}\) and \(|1-w|^2=1-2e^{-qL}\cos kL+e^{-2qL}\). Multiplying both by \(e^{qL}\) gives \(2\sinh qL\) over \(2\cosh qL-2\cos kL\), which is the factor in (17). For small arguments the numerator is \(qL\) and the denominator \((q^2+k^2)L^2/2\), so

\[
y_k\to\frac{2}{L}\frac{q^2}{q^2+k^2}=\frac2L\sin^2\theta. \qquad∎
\]

For an in-plane approach the full splitting appears. For an approach along \(z\) there is none. The frequency thus has no single limiting value at \(\Gamma\) in the periodic system. The result relies on dipoles that lie in the plane; a polarization along \(z\) would add its own field.

Copies that move in phase raise the LO frequency of a polar monolayer and leave a splitting at \(\Gamma\) that a single sheet does not have, with a limit that depends on the direction of approach. What remains is to remove this effect by cutting off the Coulomb interaction, to work through an example with numbers, and to examine what the model leaves out.
